\section*{Two Density-Vertex Limits in an Electron Liquid and Z1 = Z2, part 2}

In an isotropic, unpolarized electron liquid at zero temperature (Hartree atomic units), the proper density vertex $\Lambda=-\delta G^{-1}/\delta\phi$ has two limits at zero transfer:
\begin{align}
\Lambda^\omega&\equiv\lim_{\Omega\to0}\lim_{q\to0}\Lambda=\frac1Z, \label{eq:dyn}\\
\Lambda^q&\equiv\lim_{q\to0}\lim_{\Omega\to0}\Lambda=\frac{1}{Z(1+F_0)}
=\frac{1}{Z}\,\frac{dn/d\mu}{N^*}. \label{eq:stat}
\end{align}
The form with the Landau parameter $F_0$ is derived below. Already established is
\begin{equation}
Z\Lambda^q=\frac{1}{N^*}\frac{dn}{d\mu}.
\label{eq:comp}
\end{equation}
Here $\phi$ is the total potential energy, applied plus Hartree, $n$ the density and $\mu$ the chemical potential measured from the Hartree potential. The propagator for one spin obeys $G^{-1}=i\omega+\mu-k^2/2-\Sigma$, with self-energy $\Sigma$. Near the Fermi momentum $k_F$,
\begin{equation}
G^{-1}(k,i\omega)\simeq\frac{i\omega-v^*(k-k_F)}{Z},\qquad
\frac1Z=1-\left.\frac{\partial\Sigma}{\partial(i\omega)}\right|_{k_F,0},
\label{eq:qp}
\end{equation}
with quasiparticle weight $Z$ and velocity $v^*$. The density of states is $N^*=k_F^2/(\pi^2v^*)$ for both spins and $N^*_\sigma=N^*/2$ for one. The electron variables are $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$ and $\omega_\pm=\omega\pm\Omega/2$, and $s=\Omega/(v^*q)$ with $\Omega>0$.

Potentials $\phi=\partial_\tau\theta$, $\mathbf A=-i\nabla\theta$ only change phases:
\begin{equation}
G_{\phi,A}(1,1')=e^{-\theta(1)}G(1-1')e^{\theta(1')},
\label{eq:phase}
\end{equation}

The model has a parabolic band cut off at $K$ and no Hartree term:
\begin{equation}
W(\nu)=U_\infty-(U_\infty-U_0)\frac{\omega_0^2}{\nu^2+\omega_0^2}.
\label{eq:W}
\end{equation}
\begin{equation}
\Sigma(i\omega)=-\int\frac{d\omega'}{2\pi}\,W(\omega-\omega')\,e^{i\omega'0^+}
\int_{k<K}\frac{d^3k}{(2\pi)^3}\,G(k,i\omega').
\label{eq:model}
\end{equation}
\begin{equation}
\Lambda(i\omega)=1-\int\frac{d\omega'}{2\pi}\,W(\omega-\omega')P(i\omega')\Lambda(i\omega'),
\label{eq:ladder}
\end{equation}
where $P$ is the momentum integral of $G(k_+,i\omega'_+)G(k_-,i\omega'_-)$. Its parameters are $k_F=1$, $K=2$ in $a_0^{-1}$, $U_\infty=10$, $U_0=4$ in Ha\,$a_0^3$, and $\omega_0=0.5$ Ha. They give $Z=v^*=0.8331$, $1/Z=1.2003$ and $N^*=0.1216$ Ha$^{-1}a_0^{-3}$. Changing $\mu$ gives $\Lambda^q=1.7041$ and $dn/d\mu=0.1727$ Ha$^{-1}a_0^{-3}$.

\subsection{The singular pair of propagators}

The vertex equation contains the product $G(k_+,i\omega_+)G(k_-,i\omega_-)$. Let $\xi=v^*(k-k_F)$, let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$, and let $x=v^*qc$. Near the Fermi surface Eq.~\eqref{eq:qp} gives
\begin{equation}
GG\simeq\frac{Z^2}{(i\omega_+-\xi-x/2)(i\omega_--\xi+x/2)} .
\end{equation}
As a function of $\xi$, the poles lie at $a=i\omega_+-x/2$ and $b=i\omega_-+x/2$. If $\omega_+$ and $\omega_-$ have equal signs, both poles are on one side of the real axis. The contour can then be closed on the other side, and the integral over $\xi$ vanishes. If $|\omega|<\Omega/2$, the poles are on opposite sides, and
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\xi}{(\xi-a)(\xi-b)}
=\frac{2\pi i}{a-b}=\frac{2\pi i}{i\Omega-x}.
\label{eq:residue}
\end{equation}
The frequency window has width $\Omega$ while its height grows as the transfers shrink. Their product stays finite, so the window acts as a delta function in $\omega$. For one direction its weight is
\begin{equation}
\Omega\,\frac{2\pi i}{i\Omega-x}=2\pi\,\frac{i\Omega}{i\Omega-x}.
\label{eq:weight}
\end{equation}
If $q\to0$ first, the fraction is one. If $\Omega\to0$ first, it is zero, apart from the directions with $c=0$, perpendicular to $\mathbf q$, which have no weight in an angular average.

Average Eq.~\eqref{eq:weight} over directions. With
\begin{equation}
\frac{i\Omega}{i\Omega-x}
=\frac{i\Omega(-i\Omega-x)}{\Omega^2+x^2}
=\frac{\Omega^2-i\Omega x}{\Omega^2+x^2},
\end{equation}
the part odd in $c$ cancels. The even part gives
\begin{equation}
h(s)=\frac12\int_{-1}^{1}dc\,\frac{s^2}{s^2+c^2}
=s\arctan\frac1s .
\label{eq:h}
\end{equation}
One spin has $N^*_\sigma\,d\xi$ states in the interval $d\xi$. The momentum integral $P$ of the pair therefore differs from its $q\to0$-first form $P^\omega$ by
\begin{equation}
P-P^\omega=-2\pi Z^2N^*_\sigma\,[1-h(s)]\,\delta(\omega).
\label{eq:DP}
\end{equation}
Contributions from states away from the Fermi surface have the same limit in both orders and cancel in this difference. In the static limit $h=0$, and the full delta function is missing.

\subsection{Eliminating the regular part}

Let $\mathcal K=\delta\Sigma/\delta G$ be the proper irreducible interaction. Products below include sums over spin and integrals over internal momenta and $d\omega/2\pi$. In them $P$ stands for the pair of propagators itself, before the momentum integral that gives Eq.~\eqref{eq:DP} is done. The vertex obeys $\Lambda=1+\mathcal KP\Lambda$. Separate the regular pair:
\begin{equation}
(1-\mathcal KP^\omega)\Lambda=1+\mathcal K(P-P^\omega)\Lambda .
\end{equation}
The four-point vertex made with the regular pair satisfies
\begin{equation}
\Gamma^\omega=\mathcal K+\mathcal KP^\omega\Gamma^\omega
=(1-\mathcal KP^\omega)^{-1}\mathcal K .
\end{equation}
Also $\Lambda^\omega=(1-\mathcal KP^\omega)^{-1}1$. Multiplying the previous equation by the inverse operator gives
\begin{equation}
\Lambda=\Lambda^\omega+\Gamma^\omega(P-P^\omega)\Lambda .
\label{eq:elim}
\end{equation}

Suppose first that $\Gamma^\omega$ does not depend on the angle between two momenta on the Fermi surface. Let $\Gamma$ denote its value there, summed over the two relative spin orientations. Equations~\eqref{eq:DP} and \eqref{eq:elim} become
\begin{equation}
\Lambda(s)=\frac1Z-Z^2N^*_\sigma\Gamma\,[1-h(s)]\,\Lambda(s).
\end{equation}
Define the dimensionless Landau parameter by
\begin{equation}
F_0=Z^2N^*_\sigma\Gamma .
\label{eq:F}
\end{equation}
Then
\begin{equation}
Z\Lambda(s)=\frac{1}{1+F_0\left[1-s\arctan(1/s)\right]}.
\label{eq:cross}
\end{equation}
For $s\to\infty$, expansion of the arctangent gives $1-h\simeq1/(3s^2)$, and $Z\Lambda\to1$. For $s\to0$, $h\to0$, and
\begin{equation}
Z\Lambda^q=\frac1{1+F_0}.
\label{eq:lan}
\end{equation}
Comparison with Eq.~\eqref{eq:comp} gives the compressibility relation
\begin{equation}
\frac{dn}{d\mu}=\frac{N^*}{1+F_0}.
\label{eq:dndmu}
\end{equation}
A negative $F_0$ raises the compressibility above the value set by $N^*$, and $F_0\to-1$ makes it diverge. Beyond that point a liquid whose neutralizing background follows the electrons is unstable. A rigid background can still keep a charged liquid uniform, because a density wave then costs Coulomb energy.

An angular dependence of $\Gamma^\omega$ changes Eq.~\eqref{eq:cross}, because at finite $s$ the weight in Eq.~\eqref{eq:weight} depends on direction and mixes angular components. It does not change Eq.~\eqref{eq:lan}. At $s=0$ the missing weight is the same in every direction, so an isotropic vertex stays isotropic, and $F_0$ is built from the angular average of $\Gamma^\omega$.

\subsection{Density response and Coulomb screening}

Let $\chi=-\delta n/\delta\phi$ be the response to the total potential. Since $\delta G=G\Lambda G\,\phi$, it is $\chi=-2\langle1P\Lambda\rangle$ for two spins, where the brackets denote the remaining integrals for one spin. With Eq.~\eqref{eq:elim},
\begin{equation}
\langle1P\Lambda\rangle=\langle1P^\omega\Lambda^\omega\rangle
+\langle(1+1P^\omega\Gamma^\omega)(P-P^\omega)\Lambda\rangle .
\end{equation}
The first term is the response to a uniform potential at nonzero frequency. It vanishes because the particle number is conserved. The factor in parentheses is $\Lambda^\omega=1/Z$, by the symmetry of $\mathcal K$. Inserting Eq.~\eqref{eq:DP} then gives, for an isotropic interaction,
\begin{equation}
\chi(s)=\frac{N^*[1-h(s)]}{1+F_0[1-h(s)]}.
\label{eq:chi}
\end{equation}
Its static value is $dn/d\mu$, as required by Eq.~\eqref{eq:dndmu}.

The Coulomb interaction $v_q=4\pi/q^2$ relates the total and applied potentials. The induced density is $-\chi\phi$, so $\phi=\phi_{\rm ext}-v_q\chi\phi$ and
\begin{equation}
\Lambda_{\rm full}=\frac{\Lambda}{1+v_q\chi}.
\label{eq:full}
\end{equation}
In the static limit this behaves as $\Lambda^qq^2/(4\pi\,dn/d\mu)$ and tends to zero. In the other order, the large-$s$ form of Eq.~\eqref{eq:chi} gives $v_q\chi\to4\pi N^*v^{*2}/(3\Omega^2)$ for an isotropic interaction. A further term $F_1\cos\vartheta$ in the dimensionless Landau interaction, where $\vartheta$ is the angle between the two electron momenta, multiplies this value by $1+F_1/3$ and leaves its dependence on $\Omega$ unchanged. The full vertex then also tends to zero when $\Omega\to0$. The finite limits in Eqs.~\eqref{eq:dyn} and \eqref{eq:stat} thus belong to the proper vertex. Screening of the applied potential is a separate factor.

\subsection{The Landau parameter and the crossover in the model}

In the model of Eqs.~\eqref{eq:W}--\eqref{eq:ladder}, exchange connects parallel spins alone. The four-point ladder on the Fermi surface, with $q\to0$ first, gives $\Gamma=-7.004$ Ha\,$a_0^3$. With $N^*_\sigma=0.1216/2=0.0608$ Ha$^{-1}a_0^{-3}$, Eq.~\eqref{eq:F} becomes
\begin{equation}
F_0=(0.8331)^2\times0.0608\times(-7.004)=-0.296 .
\end{equation}
The sign is that of exchange with a repulsive interaction, $\mathcal K=-W$. Equation~\eqref{eq:lan} predicts
\begin{equation}
\Lambda^q=\frac{1.2003}{1-0.2956}=1.704,
\end{equation}
and Eq.~\eqref{eq:dndmu} predicts $0.12162/0.7044=0.1727$ Ha$^{-1}a_0^{-3}$. Both agree with the values found by changing $\mu$, which did not use the four-point ladder.

The vertex at $q=5\times10^{-4}\,a_0^{-1}$ follows the crossover. At $s=1$, $h=\pi/4$ and $1-h=0.2146$. Equation~\eqref{eq:cross} gives
\begin{equation}
\Lambda(1)=\frac{1.2003}{1-0.2956\times0.2146}=1.2816,
\end{equation}
and the ladder gives $1.2816$. At $s=0.1$ the ladder value is $1.6050$, still about a fifth of the way from the static limit to $1/Z$. At $s=3$ it is $1.2128$, near $1/Z$. At $s=0.5$, between these cases, it is $1.3828$.

The same band without electrons is a control. With $\mu-\Sigma(0)=-0.2$ Ha, zero frequency lies below the band. The pole of the propagator still crosses the real energy axis when $\omega$ changes sign, but it does so at $-0.2$ Ha, where the band has no states. The singular term of Eq.~\eqref{eq:residue} is therefore absent. The self-energy slope and both orders of limits all give $1.0768$. In this empty band the memory of the interaction makes the vertex differ from one, but it does not separate the limits.

\subsection{The single limit in the vacuum}

For quantum electrodynamics use $\hbar=c=1$ and Euclidean matrices with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. Write $\slashed p=\gamma_\mu p_\mu$ and
\begin{equation}
S^{-1}(p)=i\slashed p+m+\Sigma(p).
\end{equation}
Let the vertex $\Lambda_\mu$ have the bare value $i\gamma_\mu$, with the charge factored out. A photon mass keeps the electron pole isolated, and the ultraviolet regulator preserves gauge invariance.

A constant vector potential $A_\mu$, with the charge absorbed in it, replaces $p$ by $p+A$. A phase change of the electron field removes it, as in Eq.~\eqref{eq:phase}. Hence the inverse propagator in this potential is $S^{-1}(p+A)$, and its derivative at $A=0$ is
\begin{equation}
\Lambda_\mu(p,p)=\frac{\partial S^{-1}(p)}{\partial p_\mu}.
\label{eq:vac}
\end{equation}

The one-loop integral shows how this works. In Feynman gauge, with photon propagator $D$ and bare electron propagator $S_0$,
\begin{equation}
\Sigma(p)=e^2\int\frac{d^4l}{(2\pi)^4}\,\gamma_\nu S_0(p-l)\gamma_\nu D(l).
\end{equation}
From $S_0S_0^{-1}=1$ follows $\partial S_0/\partial p_\mu=-S_0\,i\gamma_\mu S_0$. Therefore
\begin{equation}
\frac{\partial\Sigma}{\partial p_\mu}
=-e^2\int\frac{d^4l}{(2\pi)^4}\,
\gamma_\nu S_0(p-l)\,i\gamma_\mu S_0(p-l)\gamma_\nu D(l).
\label{eq:loop}
\end{equation}
The right side is the one-loop vertex correction at zero transfer. If a small transfer $q$ is restored in the two electron propagators, their Euclidean denominators $k^2+m^2$ remain at least $m^2$. The regulated integral is continuous at $q=0$, whatever the direction of $q$. The liquid lacks this property because its denominators vanish on the Fermi surface.

Near the physical mass $m_{\rm ph}$, set $X=i\slashed p+m_{\rm ph}$. The inverse propagator is a function of $\slashed p$ and has the expansion
\begin{equation}
S^{-1}=Z_2^{-1}X+CX^2+\cdots .
\end{equation}
Its derivative is
\begin{equation}
\frac{\partial S^{-1}}{\partial p_\mu}
=Z_2^{-1}i\gamma_\mu+C(i\gamma_\mu X+Xi\gamma_\mu)+\cdots .
\end{equation}
Continue to the mass shell and take the matrix element between spinors with $Xu=0$ and $\bar uX=0$. Every term after the first has a factor $X$ at one end at least and vanishes. The vertex constant is defined by $\bar u\Lambda_\mu u=Z_1^{-1}\bar u\,i\gamma_\mu u$, so Eq.~\eqref{eq:vac} gives
\begin{equation}
Z_1=Z_2 .
\end{equation}
The photon mass matters at this last step. Without it the electron pole is not isolated, and $Z_2$ as defined here needs another infrared regulator.

As a numerical case of Eq.~\eqref{eq:loop}, take a Euclidean momentum and a photon mass of $0.5$ electron masses each, with a Pauli--Villars mass of $10$. The derivative of the self-energy along $p$, taken as the coefficient of $i\gamma_\mu$, is $0.002697$. The vertex correction has the same value at zero transfer and for a small transfer along the time axis. This momentum is off the mass shell; the continuation above carries the identity to the shell.

In both systems a phase change of the electron field relates a vertex to the slope of an inverse propagator. In the vacuum this fixes the one zero-transfer limit. In the liquid it fixes $\Lambda^\omega$. The static limit also contains the displacement of the Fermi surface, and its ratio to $\Lambda^\omega$ is $1/(1+F_0)$.

\section*{Numbers as computed}
\begin{verbatim}
Fermi momentum: 1.000 a0^-1
Momentum cutoff: 2.000 a0^-1
High-frequency interaction: 10.000 Ha a0^3
Zero-frequency interaction: 4.000 Ha a0^3
Interaction frequency scale: 0.500 Ha
Chemical potential without Hartree part: 0.221064 Ha
Density integrated from G: 0.0337743 a0^-3
Density from Fermi volume: 0.0337737 a0^-3
Quasiparticle weight Z: 0.833097 (dimensionless)
1/Z from self-energy slope: 1.200341 (dimensionless)
Vertex, q to 0 first: 1.200336 (dimensionless)
Vertex, Omega to 0 first: 1.704107 (dimensionless)
Static vertex from change of mu: 1.704109 (dimensionless)
Static vertex from Z and F0: 1.704113 (dimensionless)
Ward test at Omega = 0.2 Ha, largest error: 4.4e-06
Four-point vertex, q to 0 first: -7.004390 Ha a0^3
Landau parameter F0: -0.295622 (dimensionless)
Z times static vertex: 1.419686 (dimensionless)
Quasiparticle velocity: 0.833097 atomic units
Bare density of states: 0.101321 Ha^-1 a0^-3
Quasiparticle density of states: 0.121620 Ha^-1 a0^-3
dn/dmu from change of mu: 0.172661 Ha^-1 a0^-3
dn/dmu from static ladder: 0.172661 Ha^-1 a0^-3
dn/dmu from N* and F0: 0.172663 Ha^-1 a0^-3
dn/dmu converted: 42.8194 eV^-1 nm^-3
Crossover momentum q: 5.0e-04 a0^-1
s = 0.1: ladder vertex 1.605010, formula 1.605016
s = 0.5: ladder vertex 1.382833, formula 1.382838
s = 1.0: ladder vertex 1.281645, formula 1.281650
s = 3.0: ladder vertex 1.212794, formula 1.212799
Empty band, mu - Sigma(0): -0.200 Ha
Empty band, self-energy slope result: 1.076801
Empty band, vertex q to 0 first: 1.076797
Empty band, vertex Omega to 0 first: 1.076797
QED external Euclidean momentum: 0.500 electron masses
QED photon mass: 0.500 electron masses
QED regulator mass: 10.000 electron masses
QED self-energy slope: 0.00269671 (dimensionless)
QED vertex correction, zero transfer: 0.00269671
QED vertex correction, small time transfer: 0.00269671
QED vertex correction, small space transfer: 0.00269671
\end{verbatim}
